# Exact defocus phase in a medium and its quadratic limit, part 1

(Sections cited here and not found follow in the second part.)

## The phase gained by a tilted wave

Take a plane wave in a uniform, isotropic medium of refractive index $n$, and move the point of observation by a displacement $\mathbf a$. The wave crests are flat and evenly spaced, so a second displacement changes the phase by the same amount whether or not a first one came before it. The phase changes therefore add, and the total is a linear function of the displacement, $\Phi = \mathbf K \cdot \mathbf a$. The vector $\mathbf K$ can depend on the medium, on the wavelength and on the direction of travel, given by a unit vector $\mathbf u$. A rotation about $\mathbf u$ changes none of these, so it must leave $\mathbf K$ unchanged, and $\mathbf K$ must lie along $\mathbf u$. Since $\Phi$ is a pure number, the length of $\mathbf K$ is an inverse length. It is fixed by one fact: a step of one wavelength along $\mathbf u$ changes the phase by $2\pi$. If $\lambda$ is the wavelength in vacuum, the wavelength in the medium is $\lambda/n$, and so

$$
\mathbf K = k \mathbf u , \qquad k = \frac{2\pi n}{\lambda} .
$$

Now let the displacement be a distance $z$ along the optical axis, and let the wave travel at an angle $\theta$ to that axis. Then $\mathbf u \cdot \mathbf a = z \cos\theta$, and the phase gained is $k z \cos\theta$. A wave that travels along the axis gains $k z$. The difference between the two is the defocus phase:

$$
\phi(\theta) = k z \cos\theta - k z = - \frac{2\pi n z}{\lambda} \, (1 - \cos\theta) .
$$

The argument leaves out the direction of the electric field, which does single out a direction at right angles to $\mathbf u$. Whether this matters has to be settled by the field equations. They also show how the result applies to an image, which is a sum of many plane waves.

Let the fields vary in time as $\exp(-i\omega t)$. In a uniform, nonmagnetic medium without charges, currents or absorption, two of Maxwell's equations read

$$
\nabla \times \mathbf E = i \omega \mathbf B , \qquad
\nabla \times \mathbf B = - \frac{i \omega n^2}{c_0^2} \, \mathbf E ,
$$

where $c_0$ is the speed of light in vacuum. The curl of the first equation, with the second put in on the right, gives

$$
\nabla \times (\nabla \times \mathbf E)
= i\omega \left( - \frac{i \omega n^2}{c_0^2} \right) \mathbf E
= \frac{\omega^2 n^2}{c_0^2} \, \mathbf E .
$$

The divergence of a curl is zero, so the second Maxwell equation also gives $\nabla \cdot \mathbf E = 0$ when $n$ is uniform. The identity $\nabla \times (\nabla \times \mathbf E) = \nabla (\nabla \cdot \mathbf E) - \nabla^2 \mathbf E$ then reduces the left side to $-\nabla^2 \mathbf E$. Since $\omega / c_0 = 2\pi/\lambda$, the result is the Helmholtz equation

$$
\nabla^2 \mathbf E + k^2 \mathbf E = 0 .
$$

In Cartesian components this is three separate equations of the same form. Every component thus changes with $z$ in the same way, and the direction of the field does not enter the defocus phase. It does enter the strength with which two waves interfere, a point that returns in the grating example.

Let $E$ be any one component, and let $\mathbf r = (x, y)$ be the position across the axis. In each plane of constant $z$, write the field as a sum of transverse waves:

$$
E(\mathbf r, z) = \int \frac{d^2 q}{(2\pi)^2} \, f(\mathbf q, z) \, e^{i \mathbf q \cdot \mathbf r} .
$$

Two derivatives across the axis multiply each term by $-q^2$. The terms with different $\mathbf q$ are independent, so the Helmholtz equation must hold for each of them:

$$
\frac{d^2 f}{dz^2} + (k^2 - q^2) f = 0 .
$$

For $q < k$ define the angle $\theta$ by $q = k \sin\theta$, with $0 \le \theta < \pi/2$. Then $k^2 - q^2 = k^2 \cos^2\theta$, and the two solutions are $\exp(i k z \cos\theta)$ and $\exp(-i k z \cos\theta)$. With the time factor included, the phase of the first is $k z \cos\theta - \omega t$. A point of constant phase moves toward larger $z$ as $t$ grows, so this is the wave that travels downstream. The second solution travels upstream. If nothing beyond the observation plane sends light back, the second solution is absent, and

$$
f(\mathbf q, z) = f(\mathbf q, 0) \, e^{i k z \cos\theta}
= e^{i k z} \, f(\mathbf q, 0) \, e^{i \phi(\theta)} .
$$

The last form merely splits $k z \cos\theta$ into $k z$ and $\phi$. It holds for any $z$ and for any angle below $\pi/2$; no small quantity has been used.

The factor $e^{ikz}$ can be dropped because it is common to all the waves. If the field contains only waves with $q < k$, as in an image formed by a lens with $\mathrm{NA} < n$, the intensity of one field component is

$$
|E(\mathbf r, z)|^2 = \int \frac{d^2 q}{(2\pi)^2} \int \frac{d^2 q'}{(2\pi)^2} \,
f(\mathbf q, 0) \, f^*(\mathbf q', 0) \,
e^{i (\mathbf q - \mathbf q') \cdot \mathbf r} \,
e^{i [\phi(\theta) - \phi(\theta')]} ,
$$

where the common factor has met its own complex conjugate and given one. What remains is the difference of the defocus phases of each pair of waves,

$$
\phi(\theta) - \phi(\theta') = k z \, (\cos\theta - \cos\theta') .
$$

Defocus changes an image through these differences. If all the waves have the same angle to the axis, every difference vanishes and the intensity does not depend on $z$. Two plane waves that cross at equal and opposite angles are the simplest case: their fringes are the same in every plane. If the angles differ, a shift of focus changes the relative phase, and the image changes with it.

The sign has a direct meaning. Along the axis, the crests of a tilted wave are spaced by $\lambda / (n \cos\theta)$, which is more than the spacing $\lambda / n$ of the axial wave. Over the same distance $z > 0$ the tilted wave goes through fewer cycles, so its phase falls behind, and $\phi$ is negative. If the observation plane moves upstream, $z$ is negative and $\phi$ is positive. If the time factor is taken as $\exp(+i\omega t)$, all the fields are replaced by their complex conjugates, and the sign changes again. The magnitude is the same under all these choices.

The same phase follows from path lengths. Consider light that converges on a focus at the origin, and draw a sphere of radius $R$ about that point. In a perfect converging wave the phase is the same all over the part of the sphere through which the light enters. A point on the sphere from which a ray arrives at angle $\theta$ lies at $(-R \sin\theta, -R \cos\theta)$, where the first coordinate is across the axis and the second is along it. Its distance $D$ from the shifted point $(0, z)$ is given by

$$
D^2 = R^2 \sin^2\theta + (R \cos\theta + z)^2
= R^2 + 2 R z \cos\theta + z^2 .
$$

To find the change of path without taking the difference of two large numbers, use $D^2 - R^2 = (D - R)(D + R)$:

$$
D - R = \frac{2 R z \cos\theta + z^2}{D + R} .
$$

As $R$ grows at fixed $z$, the ratio $D/R$ tends to one, the denominator tends to $2R$, and $D - R$ tends to $z \cos\theta$. The axial path grows by $z$. The difference times $k$ is again $-k z (1 - \cos\theta)$.

This route also shows what a sphere of finite radius would change. Write $D = R \sqrt{1 + \epsilon}$ with $\epsilon = 2 z \cos\theta / R + z^2 / R^2$, and use $\sqrt{1 + \epsilon} \approx 1 + \epsilon/2 - \epsilon^2/8$. To first order in $1/R$,

$$
D - R \approx z \cos\theta + \frac{z^2}{2R} - \frac{z^2 \cos^2\theta}{2R}
= z \cos\theta + \frac{z^2 \sin^2\theta}{2R} .
$$

The extra phase is $k z^2 \sin^2\theta / (2R)$. It is negligible when it is much less than one radian. This is a condition on the use of a sphere to label directions. The statement about a plane wave does not need it.

A third route starts from diffraction in real space. The field in the plane $z > 0$ can be built from the field in the plane $z = 0$ by adding the responses to its separate points. With $D = \sqrt{r^2 + z^2}$ now the distance from one such point, the response is

$$
h(r, z) = - \frac{1}{2\pi} \frac{\partial}{\partial z} \frac{e^{ikD}}{D}
= \frac{z}{2\pi D} \left( \frac{1}{D} - i k \right) \frac{e^{ikD}}{D} ,
$$

because $\partial D / \partial z = z / D$. The spherical wave $e^{ikD}/D$ obeys the Helmholtz equation away from its source, and so does its derivative. As $z$ tends to zero, $h$ vanishes at every $r > 0$ because of the factor $z$. The total weight of $h$ must then be one if $h$ is to reproduce the starting field. A transverse wave of frequency $q$ is multiplied by

$$
H(q) = 2\pi \int_0^\infty h(r, z) \, J_0(q r) \, r \, dr
= z \int_z^\infty \left( \frac{1}{D} - i k \right) \frac{e^{ikD}}{D} \,
J_0 \! \left( q \sqrt{D^2 - z^2} \right) dD .
$$

Here $J_0$ is the Bessel function that comes from averaging $e^{-i \mathbf q \cdot \mathbf r}$ over the directions of $\mathbf r$, and the second form uses $r \, dr = D \, dD$. At $q = 0$ the Bessel function is one, and the integrand is the derivative of $-e^{ikD}/D$. Hence

$$
H(0) = z \left[ - \frac{e^{ikD}}{D} \right]_z^\infty = e^{ikz} ,
$$

which tends to one as $z$ tends to zero, as required. For other values of $q$ the integral can be done numerically, and the phase of $H(q)/H(0)$ can be compared with $\phi$. The wave $\exp(i k z \cos\theta)$ is nowhere assumed in that integral. At the four pupil positions used below, the largest difference from the formula is $1.1 \times 10^{-5}$ rad.

That numerical integral includes a very small absorption, which makes it converge quickly. Its effect can be found by replacing $k$ with $k (1 + i\delta)$ at fixed $q$. The wavenumber along the axis becomes

$$
k \sqrt{(1 + i\delta)^2 - \sin^2\theta}
= k \sqrt{\cos^2\theta + 2 i \delta - \delta^2}
\approx k \cos\theta + \frac{i k \delta}{\cos\theta} ,
$$

up to terms of order $\delta^2$, provided that $\delta \ll \cos^2\theta$; near grazing angles the expansion fails. The first-order change is imaginary, so it reduces the amplitude and leaves the phase alone. The next term of the root adds the real part $k \delta^2 \sin^2\theta / (2 \cos^3\theta)$. With the value $\delta = 10^{-3}$ used in the integral, and with $\sin\theta = 0.9$ and $k z = 2.356$ as in the example below, this shifts the phase by about $10^{-5}$ rad, the size of the difference quoted above. The same formula describes a real, weakly absorbing medium. Its defocus phase is unchanged to first order, but the tilted waves are weakened more than the axial one, because their path through the same depth is longer by the factor $1/\cos\theta$.

In an imaging system the waves are labelled by their position in the pupil. Let $\rho$ be the pupil radius, scaled to run from zero at the centre to one at the edge, and let the lens obey the sine condition, so that $\rho$ is proportional to the transverse frequency. The numerical aperture $\mathrm{NA}$ is the value of $n \sin\theta$ at the edge. Then $n \sin\theta = \mathrm{NA} \, \rho$, and

$$
n \cos\theta = \sqrt{n^2 - n^2 \sin^2\theta} = \sqrt{n^2 - \mathrm{NA}^2 \rho^2} .
$$

The defocus phase in pupil coordinates is therefore

$$
\phi(\rho) = - \frac{2\pi z}{\lambda}
\left( n - \sqrt{n^2 - \mathrm{NA}^2 \rho^2} \right) .
$$

The condition $\mathrm{NA} < n$ keeps the root real. For $q > k$ the wave would decay along $z$ instead of gaining phase, and the formula would not describe it.

The index now appears in two places, and its effect depends on what is held fixed. At a fixed angle, a larger $n$ shortens the wavelength and increases the phase in proportion. In lithography the pattern and the direction of the illumination fix the transverse frequency instead, and so fix $b = n \sin\theta$. Multiplying and dividing by the sum of the two terms gives

$$
n - \sqrt{n^2 - b^2} = \frac{b^2}{n + \sqrt{n^2 - b^2}} .
$$

The denominator grows with $n$, so a larger index reduces the defocus phase of a given pattern. The wave travels closer to the axis, and this outweighs the shorter wavelength.

As an example, take $\lambda = 200$ nm, $z = 50$ nm and $b = 0.90$. The factor $2\pi z / \lambda$ is $1.571$. For $n = 1.00$ the bracket is $1 - \sqrt{0.19} = 0.564$, and the phase is $-0.886$ rad. For $n = 1.50$ it is $1.5 - \sqrt{1.44} = 0.300$, and the phase is $-0.471$ rad. The ratio is $1.88$, which is larger than the ratio $1.5$ of the two indices.

The index and the angle in the formula belong to the medium in which the distance $z$ is measured. If a wafer under a liquid is moved along the axis, the thickness of the liquid changes, and the liquid supplies both $n$ and $\theta$. If the observation plane moves inside the resist, the resist supplies them. A flat interface leaves the transverse frequency unchanged, because the fields on its two sides must match at every point along it. Thus $n \sin\theta$ is the same in both media, while $n \cos\theta$, which sets the phase, is not. Light reflected from below adds waves that travel upstream. Their phase changes with $z$ in the opposite sense, so one factor $e^{i\phi}$ per wave no longer describes the field.

A plane wave at angle $\theta$ to the axis gains the phase $-k z \, (1 - \cos\theta)$ relative to the axial wave, for any angle below $\pi/2$. What remains is to find the quadratic approximation to this phase, its error, and what that error does to the predicted image of a grating.

All numerical values are calculated from the stated model.
